# Magnetron Ionization Spokes Do Not Generally Move at the E-cross-B Speed

A planar magnetron holds its plasma under an arch of magnetic field above the target. When it is driven by short, high-power pulses, the glow along the closed racetrack is often not uniform. It then gathers into a few bright patches, called spokes, where ionization is strong. The patches travel round the racetrack at roughly 10 km/s. Electrons in the same region feel an electric field toward the target and a magnetic field parallel to it, so they drift round the racetrack too.

It is natural to identify the two motions. On this view a spoke is a cloud of drifting electrons, and its speed is $E/B$. The idea has real support: electrons do the ionizing, they do circulate, and the spokes considered here travel in the direction of $\mathbf E\times\mathbf B$. It is also easy to protect from failure. If the field is unknown, one can turn the formula round and infer the electric field from the spoke speed and $B$. The test is to put in a field estimated independently.

## The drift speed and the field it needs

At the top of the arch, let $z$ point away from the target and let $\mathbf B=B\hat{\mathbf x}$. The electric field is $\mathbf E=-E\hat{\mathbf z}$ with $E>0$. Then $\mathbf E\times\mathbf B=-EB\,\hat{\mathbf y}$, and I write $u=-v_y$ for the speed in that direction. The thin cathode sheath, where the field is far stronger, is excluded throughout.

For an electron of charge $-e$, the force is $-e(\mathbf E+\mathbf v\times\mathbf B)$. Since $\mathbf v\times\mathbf B=(0,\,v_zB,\,-v_yB)$, the two components across the field are

$$m\dot v_y=-eBv_z,\qquad m\dot v_z=e(E-uB).$$

In uniform fields the velocity repeats after each gyration, so the mean acceleration is zero. The second equation then gives

$$\bar u=\frac{E}{B}.$$

Take rough typical values for the ionization zone of a laboratory magnetron: $E=20$ V/cm, which is a drop of 20 V over 10 mm, and $B=40$ mT. Then

$$\frac EB=\frac{2000\ \text{V/m}}{0.040\ \text{T}}=5\times10^4\ \text{m/s}=50\ \text{km/s}.$$

This is five times the spoke speed $V=10$ km/s. On a racetrack of radius 25 mm, the drift completes a lap in 3.14 µs and the spoke in 15.7 µs. With two spokes, a fixed probe sees a signal at 127 kHz.

For the drift to match the spoke, the field would have to be

$$E^*=VB=(10^4\ \text{m/s})(0.040\ \text{T})=400\ \text{V/m}=4\ \text{V/cm}.$$

The disagreement does not hang on one choice of fields. Over the rough range 10 to 50 V/cm and 20 to 60 mT, $E/B$ runs from 16.7 to 250 km/s. The lowest value, from the weakest electric and strongest magnetic field, is still above 10 km/s, though by less than a factor of two.

## Can corrections to the drift close the gap?

**Pressure.** The mean velocity of the electron fluid also responds to a pressure gradient. Neglect inertia and friction, take the pressure as isotropic, and let the uniform temperature $T$ be expressed in volts, so that $p=neT$. The force balance along $z$ is

$$0=en(E-uB)-\frac{dp}{dz}.$$

Dividing by $enB$ and using $dp/dz=eT\,dn/dz$ gives

$$u=\frac1B\left(E-T\frac{d\ln n}{dz}\right).$$

If the density rises away from the target over a length $L=10$ mm, the pressure term opposes the drift. For $T=4$ V, that is, 4 eV electrons, its size is

$$\frac{T}{BL}=\frac{4}{0.040\times0.010}=10^4\ \text{m/s}=10\ \text{km/s},$$

and the net fluid speed is 40 km/s. Where the density falls with height, the sign changes and the term adds to the drift.

At the corner with the weakest electric and strongest magnetic field, the correction matters more. There $u=(1000-400)/0.060=10^4$ m/s, or 10 km/s, which equals the spoke speed. Typical fields therefore refute the identification, but a coincidence of speeds cannot be excluded for every magnetron. Even there, it is the net electron speed that matches, while $E/B$ remains 16.7 km/s.

**Curved field lines.** A single guiding centre has a further drift. Let the field lines be circles of radius $R$ about an axis below the arch. Outside the currents that make the field, Ampère's law requires $B$ to fall as one over the radius, so near the top $B(\zeta)\simeq B(1-\zeta/R)$, where $\zeta$ is the height measured from the guiding centre.

Motion along the curved line contributes an outward centrifugal force $mv_\parallel^2/R$. The gyration contributes a second outward force. To leading order its velocity is $v_y=-\omega\zeta$, with $\omega=eB/m$, and the magnetic force along $z$ is $ev_yB(\zeta)$. The average of its varying part is

$$e\left\langle(-\omega\zeta)\left(-\frac{B\zeta}{R}\right)\right\rangle=\frac{e\omega B}{R}\langle\zeta^2\rangle=\frac{mv_\perp^2}{2R},$$

because $\langle\zeta^2\rangle=v_\perp^2/(2\omega^2)$ and $eB/\omega=m$. Both forces point away from the target, as does the electric force $eE$ on the electron. They therefore add to the drift:

$$u_{\rm gc}=\frac EB+\frac{m(v_\parallel^2+v_\perp^2/2)}{eBR}.$$

The thermal means $mv_\parallel^2=eT$ and $mv_\perp^2=2eT$ turn the second term into $2T/(BR)$. With $R=15$ mm it is $8/(0.040\times0.015)$ m/s, or 13.3 km/s, and the total is 63.3 km/s. This is the local drift at the top of the arch. If the electric field is taken everywhere perpendicular to the curved lines, with constant strength, every point of a line is equivalent, and an electron orbit with these thermal speeds, followed numerically for 200 gyrations, drifts at 63.4 km/s. In the uniform field $-E\hat{\mathbf z}$ the same electron bounces along the arch near its top. There its parallel speed and the perpendicular part of the electric field are smaller on average, and it drifts at about 58 km/s, still above $E/B$.

This correction widens the gap. It must not be added to the fluid speed of 40 km/s. One number describes the motion of a guiding centre, the other the average velocity of all electrons present at a point.

**Collisions.** Suppose collisions occur at rate $\nu$ and each leaves the electron with a random direction. The mean velocity then restarts from zero after each collision. With $\dot u=\omega v_z$ and $\dot v_z=\omega(E/B-u)$, the solution from rest is $u=(E/B)(1-\cos\omega t)$. The time since the last collision has the distribution $\nu e^{-\nu t}$, and

$$\int_0^\infty\nu e^{-\nu t}\cos\omega t\,dt=\frac{\nu^2}{\nu^2+\omega^2}.$$

The mean drift is therefore

$$u=\frac EB\,\frac{h^2}{1+h^2},\qquad h=\frac{\omega}{\nu}.$$

When collisions are rare, $h$ is large and $E/B$ returns. If fluctuating fields scatter electrons so strongly that the effective $h$ is only 2, the factor is still 0.8. To bring 50 km/s down to 10 km/s, one needs $h^2/(1+h^2)=1/5$, hence $4h^2=1$ and $h=0.5$. An electron would then be scattered, on average, after about 0.08 of a gyration. It would hardly be magnetized.

**Height.** The fields vary above the target, so there is no single $E/B$ speed. As an illustration, keep the values above at a reference height $z_r=5$ mm, and let $E$ and $B$ decay exponentially over 8 mm and 15 mm. Then

$$\frac{E}{B}(z)=50\ \text{km/s}\times\exp\left[-(z-z_r)\left(\frac1{8\ \text{mm}}-\frac1{15\ \text{mm}}\right)\right].$$

The speed falls from 66.9 km/s at zero height to 37.4 km/s at 10 mm. A pattern that keeps its shape has one speed at a given radius and cannot follow all of these. Setting the expression equal to 10 km/s gives

$$z=5\ \text{mm}+\frac{\ln5}{1/8-1/15}\ \text{mm}=32.6\ \text{mm}.$$

There is thus a height at which the two speeds agree. In this profile it lies well outside the 10 mm ionization zone, where $E$ has dropped to 0.64 V/cm and $B$ to 6.4 mT. The precise height depends on extrapolating the exponentials and should not be taken as a property of real devices. It also refers to $E/B$ alone. If the opposing pressure term with $L=10$ mm is kept at all heights, the net electron speed is 23 km/s at 10 mm and meets the spoke speed at 14.5 mm. With $h=2$ as well, these become 19 km/s and 13.6 mm. Taken together, the corrections leave a gap of only about a factor of two at the top of the zone.

## A pattern need not move with its particles

The numbers show that the speeds differ. Particle conservation shows why they may. Let a species of density $n$ move along the racetrack at uniform speed $w$, and let $y$ now increase in the direction of $\mathbf E\times\mathbf B$. If $S$ is the rate of birth and $\Lambda$ the rate of loss per unit volume,

$$\frac{\partial n}{\partial t}+w\frac{\partial n}{\partial y}=S-\Lambda.$$

For a travelling pattern $n(y-Vt)$, the time derivative is $-Vn'$, so

$$(w-V)\,n'=S-\Lambda.$$

The pattern moves with the particles if birth and loss balance at each point. If birth exceeds loss at the leading edge, where $n'<0$, and loss exceeds birth at the trailing edge, the pattern outruns the particles. With the two edges exchanged, the particles outrun the pattern.

The ions make the distinction concrete. A spoke is nearly neutral, so the ion density must share its shape, yet the magnetic field barely turns the ions. For an ion of mass $M$, the sideways equation is $M\dot w=-eBv_z$. Since $v_z$ is the rate of change of height, an ion that starts at rest and falls through $d$ acquires

$$w=\frac{eBd}{M}.$$

For argon and $d=10$ mm this is 0.97 km/s. An argon ion moving at the electron drift speed of 50 km/s would have an energy of 518 eV, while the zone offers a drop of 20 V. At the spoke speed the energy would be 20.7 eV. Its closeness to 20 eV follows from the chosen inputs and explains nothing about the spoke speed.

Now let ionization itself travel along the racetrack, with a source proportional to $1+\cos[k(y-Vt)]$, uniform over the depth $d$. Ions start at rest and fall with acceleration $eE/M$. After a time $s$, the survivors are those born higher than $eEs^2/(2M)$, a fraction

$$1-\frac{s^2}{\tau^2},\qquad \tau=\sqrt{\frac{2dM}{eE}}=2.03\ \text{µs}.$$

Neglect the small sideways motion. The number of ions above a point of the target is the sum over earlier births, each weighted by its survival:

$$N(y,t)\propto\int_0^\tau\left\{1+\cos[k(y-Vt+Vs)]\right\}\left(1-\frac{s^2}{\tau^2}\right)ds.$$

The constant part of the integral is $2\tau/3$. Dividing by it and setting $x=s/\tau$ and $q=kV\tau$ gives

$$\frac{N}{\langle N\rangle}=1+\mathrm{Re}\left[e^{ik(y-Vt)}H^*(q)\right],\qquad H(q)=\frac32\int_0^1(1-x^2)e^{-iqx}dx.$$

The ion pattern travels at $V$, with contrast $|H|$. Integrating by parts once gives

$$\int_0^1(1-x^2)e^{-iqx}dx=\frac1{iq}-\frac2{iq}\int_0^1xe^{-iqx}dx.$$

A second integration by parts gives

$$\int_0^1xe^{-iqx}dx=-\frac{e^{-iq}}{iq}+\frac{1-e^{-iq}}{(iq)^2},$$

and therefore

$$H=\frac32\left[\frac1{iq}+\frac{2e^{-iq}}{(iq)^2}-\frac{2(1-e^{-iq})}{(iq)^3}\right].$$

For a slow source $|H|$ tends to 1, because the ions are replaced before the source has moved far. For a fast one the first term dominates and $|H|\simeq3/(2q)$, because ions born at many phases of the wave are present together.

Two spokes on a 25 mm radius give $k=2/(0.025\ \text{m})=80\ \text{m}^{-1}$. At the spoke speed, $q=80\times10^4\times2.03\times10^{-6}\simeq1.63$ and the contrast is 0.92. With all else fixed, a source moving at 50 km/s has $q=8.14$ and leaves a contrast of only 0.15. A direct sum over ions that includes their sideways motion gives 0.93 and 0.15.

In the slower case of that sum, the pattern moves at 10 km/s while the mean sideways ion speed is 0.19 km/s. The second number can be traced. Sideways speed is proportional to the distance fallen, which is $dx^2$ at age $x\tau$. Its mean over the ions present is

$$d\times\frac32\int_0^1x^2(1-x^2)\,dx=d\times\frac32\left(\frac13-\frac15\right)=\frac d5,$$

so the mean speed is one fifth of 0.97 km/s.

The weak contrast at 50 km/s does not forbid a pattern at that speed, since a more sharply peaked source would leave a stronger one. In this model, ion transit leaves much more contrast at 10 km/s than at 50 km/s. The contrast does not fall steadily with speed, however, because the terms of $H$ interfere. The value at 50 km/s lies close to the first minimum, near 49 km/s, and the contrast climbs back to 0.17 near 62 km/s. If the ions fall in the decaying field of the height profile instead of a uniform one, the two contrasts become 0.90 and about 0.2.

## What real discharges change

The example is set in the regime of a laboratory planar magnetron pulsed in argon. Its fields, temperature and lengths are rough typical values, and local fields in a particular device can differ from them by factors of a few. If the field inside a dense spoke were as low as 4 V/cm at 40 mT, $E/B$ would equal the spoke speed there, although a pressure gradient could still change the net electron speed. A firm verdict on one device therefore needs its measured local fields.

The assumption most clearly broken is that ions feel no azimuthal electric field. A spoke carries potential differences along the racetrack. Crossing a steady drop of 10 V from rest would give an argon ion 7 km/s, but the drop moves with the spoke. Seen from the spoke, an ion at rest arrives at 10 km/s. After crossing the whole drop it leaves at 7.2 or 12.2 km/s, depending on the sign of the drop. In the laboratory it then moves at 2.8 km/s with the spoke or 2.2 km/s against it. Ions that reach the target before crossing the whole drop gain less. Real ions can therefore move sideways faster than those of the model, though for this drop they remain well below the spoke speed. Even if all ions moved at the deliberately large speed of 7 km/s with the drift, a source at 50 km/s would outrun them by 43 km/s. This difference replaces $V$ in $q$, because only the motion of the source relative to the ions smears the pattern. The contrast left by a source at 50 km/s would rise only from 0.15 to 0.18.

Three further omissions can be estimated. At a plasma density of $10^{13}$ cm⁻³, the drift current across the zone produces a field of at most about $\mu_0enud=1$ mT, which is a few per cent of $B$ at the central values. At 50 V/cm and 20 mT the same estimate gives 5 mT, a quarter of $B$, and the neglect would fail. The electron gyroradius, 0.12 mm, is small beside the field lengths. At 4 mTorr and 300 K, with a rough charge-exchange cross-section of $5\times10^{-15}$ cm², an ion travels about 16 mm between exchanges. This is not long compared with the 10 mm zone, so some ions are replaced by slow ones during the fall and the transit time is only a scale.

The electrons pose a harder problem. At typical fields they overtake the spoke and pass through it, and the total current of electrons and ions must remain continuous where the density changes. This requires potential variations along the racetrack, or flow along and across the magnetic field, which the model does not contain. The source speed was put in by hand, so nothing here predicts 10 km/s. A prediction would have to couple electron heating, ionization, the supply of neutral atoms and the potential. What the comparison does settle is that, at typical fields, the observed speed is not a measurement of $E/B$, and inserting it in the drift formula would give an electric field about five times too small in this example. The values of the basic model are listed in the numerical output.

## Computed results

```
Input electric field: 20 V/cm
Input magnetic field: 40 mT
Input observed spoke speed (rough): 10 km/s
Input electron temperature: 4 eV
Input ionization-zone depth: 10 mm
Input density length: 10 mm
Input field curvature radius: 15 mm
Input racetrack radius: 25 mm
Input number of spokes: 2
Potential drop over zone: 20 V
E x B speed: 50 km/s
E x B speed / spoke speed: 5
Field giving drift = spoke speed: 4 V/cm
Electron lap time at E x B speed: 3.14 us
Spoke lap time: 15.7 us
Spoke frequency at a fixed probe: 127 kHz
Lowest E/B in 10-50 V/cm, 20-60 mT: 16.7 km/s
Highest E/B in that range: 250 km/s
Opposing pressure drift: 10 km/s
Net electron fluid speed: 40 km/s
Net speed at weakest corner: 10 km/s
Curved-field drift, formula: 13.33 km/s
Curved-field drift, orbit: 13.33 km/s
E x B + curved-field drift, formula: 63.33 km/s
E x B + curved-field drift, orbit: 63.38 km/s
Drift factor at Hall parameter 2: 0.8
Hall parameter giving spoke speed: 0.5
Profile: reference height: 5 mm
Profile: decay length of E: 8 mm
Profile: decay length of B: 15 mm
Profile: E/B at zero height: 66.9 km/s
Profile: E/B at zone top: 37.4 km/s
Profile: height where E/B = spoke speed: 32.6 mm
Profile: E at that height: 0.636 V/cm
Profile: B at that height: 6.36 mT
Argon ion fall time: 2.03 us
Argon ion sideways speed at target: 0.966 km/s
Argon ion energy at E x B speed: 518 eV
Argon ion energy at spoke speed: 20.7 eV
q for source at spoke speed: 1.63
q for source at E x B speed: 8.14
Ion contrast at spoke speed, formula: 0.924
Ion contrast at spoke speed, ion sum: 0.926
Ion contrast at E x B speed, formula: 0.149
Ion contrast at E x B speed, ion sum: 0.147
Pattern speed in slow ion sum: 10 km/s
Mean sideways ion speed in that sum: 0.19 km/s
Neglected: electron gyroradius: 0.12 mm
Neglected: plasma density assumed: 1e+13 cm^-3
Neglected: field of drift current: 1 mT
Neglected: gas pressure assumed: 4 mTorr
Neglected: gas temperature assumed: 300 K
Neglected: exchange area assumed: 5e-15 cm^2
Neglected: charge-exchange path: 16 mm
Neglected: azimuthal drop assumed: 10 V
Neglected: ion speed from that drop: 7 km/s
Ion contrast at E x B speed, pushed ions: 0.18
```
